# Spin-orbit effects on phonons and electron-phonon coupling in an fcc p band

**Question.** Why should spin-orbit coupling soften the phonons of fcc lead and strengthen its electron-phonon coupling, and how much of this does a p-band model show?

**Answer.** Spin-orbit coupling sits on the atoms, while the bonds are made by hopping between them. When the lattice deforms, the hopping changes but the spin-orbit term, to a good first approximation, does not. The balance between the two therefore changes, and electrons respond in ways that are absent without spin-orbit coupling. For a uniform stretch this response lowers the stiffness; for a single displaced atom the model shows no comparable softening from the electronic response. Separately, the Fermi surface acquires a different density of states and a different mixture of $j=1/2$ and $j=3/2$ character, which changes the coupling. These effects have different sizes, and not all of them have a fixed sign.

**The model**

Lead has two 6p electrons per atom above a filled 6s shell. I keep one p shell per atom, two electrons in it, and nearest-neighbour hopping on the fcc lattice:

$$T(\mathbf R)=e^{-\kappa(r-r_0)}\left[V_\pi \mathbf 1+(V_\sigma-V_\pi)\,\mathbf n\mathbf n^T\right],\qquad \mathbf n=\mathbf R/r .$$

The Bloch Hamiltonian is

$$H(\mathbf k)=H_0(\mathbf k)+\xi\ell,\quad H_0=\sum_{\mathbf R}T(\mathbf R)e^{i\mathbf k\cdot\mathbf R},\quad \ell=\mathbf L\cdot\mathbf S/\hbar^2 .$$

From $\ell=\tfrac12[j(j+1)-2-\tfrac34]$ the eigenvalues are $-1$ for $j=1/2$ (two states) and $+\tfrac12$ for $j=3/2$ (four states). The strength $\xi$ is independent of atomic positions. Mixing with s states and screening of the deformation potential are left out, so the model gives mechanisms, not predictions for lead.

**New matrix elements under a uniform stretch**

Let all bonds have length $r$. At fixed reduced wave vector the phases do not change, so

$$X\equiv\frac{\partial H}{\partial r}=-\kappa H_0=-\kappa(H-\xi\ell).$$

Between eigenstates of $H$,

$$X_{mn}=-\kappa\varepsilon_n\delta_{mn}+\kappa\xi\langle m|\ell|n\rangle .$$

Without spin-orbit coupling the stretch causes no interband transitions. It also moves all states at the Fermi energy equally, and the Fermi level follows. With spin-orbit coupling, interband elements $\kappa\xi\ell_{mn}$ appear. A state on the Fermi surface now moves relative to the Fermi level by $\kappa\xi(\ell_{nn}-\langle\ell\rangle_{FS})$ per unit stretch.

To find the stiffness, start from the grand potential $\Omega(r,\mu)$. Its first derivative is $\Omega_r=\mathrm{Tr}\,fX$, where $f$ is the Fermi function of $H$. To first order, $f$ changes by $X_{mn}F_{mn}$ per unit stretch, with

$$F_{mn}=\frac{f_m-f_n}{\varepsilon_m-\varepsilon_n}\le0,$$

and $F_{mn}=f'$ at equal energies. Since $\partial X/\partial r=\kappa^2H_0$,

$$\Omega_{rr}=\kappa^2\mathrm{Tr}\,fH_0+\sum_{mn}|X_{mn}|^2F_{mn}.$$

The electron number is fixed, so $\mu$ varies with $r$. From $N_e=-\Omega_\mu$ follows $d\mu/dr=-\Omega_{\mu r}/\Omega_{\mu\mu}$, where $\Omega_{\mu r}=-\sum f'_nX_{nn}$ and $\Omega_{\mu\mu}=\sum f'_n$. The free energy $E=\Omega+\mu N_e$ has $dE/dr=\Omega_r$. Hence

$$E''=\kappa^2\mathrm{Tr}\,fH_0+\sum_{mn}|X_{mn}|^2F_{mn}-\frac{(\sum_n f'_nX_{nn})^2}{\sum_n f'_n}.$$

The last two terms together are never positive: the interband part has $F_{mn}\le0$, and the diagonal part equals $\sum f'_n(X_{nn}-\bar X)^2$, with $\bar X$ the average weighted by $f'$.

**Why weak spin-orbit coupling softens this deformation**

Write $H=Wh+\xi\ell$ with $W=e^{-\kappa(r-r_0)}$. The first-order energy in $\xi$ vanishes, because the unperturbed occupied states are spin-independent and each component of $\mathbf S$ has zero trace. Assuming a regular expansion in $\xi$, the next term is quadratic, and it is negative because the ground-state energy is concave in $\xi$. At zero temperature, multiplying $W$ and $\xi$ by one factor multiplies $E$ by that factor. Therefore

$$E=We_0-\frac{a_0\xi^2}{W},\qquad \delta E=-a_0\xi^2e^{\kappa(r-r_0)},\qquad \delta E''=\kappa^2\,\delta E<0 .$$

Two opposed effects make up this result. The weaker bonds contribute $\kappa^2W\partial_W\delta E=-\kappa^2\delta E$, a hardening, because the hopping energy has negative curvature here. The new virtual transitions and Fermi-surface shifts contribute $\kappa^2W^2\partial_W^2\delta E=2\kappa^2\delta E$, a softening twice as large.

The opposite limit shows where the argument ends. For $\xi\gg W$ two electrons fill the $j=1/2$ states, and $E\simeq-2\xi-bW^2/\xi$ with $b\ge0$. There is no term linear in $W$, since hopping has no on-site part. The electronic curvature $-4b\kappa^2W^2/\xi$ then tends to zero, whereas without spin-orbit coupling it is $\kappa^2We_0<0$. With the same repulsion, very strong spin-orbit coupling hardens the lattice.

**Coupling of a single displaced atom**

Phonons also change bond directions, so a uniform stretch is not enough. Move one atom by $u$ along direction $\alpha$. Its bond vectors become $\mathbf R-\mathbf u$, and both hopping blocks, to and from a neighbour, change by $-\partial_\alpha T(\mathbf R)$ per unit $u$. With

$$D(\mathbf k)=\sum_{\mathbf R}\partial_\alpha T(\mathbf R)e^{i\mathbf k\cdot\mathbf R},\qquad D(-\mathbf k)=-D(\mathbf k),$$

the matrix element, apart from one over the number of atoms, is

$$g_\alpha(\mathbf k',\mathbf k)=u_{\mathbf k'}^\dagger[D(\mathbf k')-D(\mathbf k)]u_{\mathbf k}.$$

Let $Q$ be the sum of $|g_\alpha|^2$ over pairs of Fermi-surface states, each weighted by $w=-f'$ and averaged over $\mathbf k$. Define

$$A=\sum w\,uu^\dagger,\qquad C=\sum w\,Du\,u^\dagger D^\dagger .$$

Each squared term in $|g_\alpha|^2$ gives $\mathrm{Tr}\,AC$. The cross term contains $\sum w\,D\,uu^\dagger$, which vanishes because $H(-\mathbf k)=H(\mathbf k)$ while $D$ is odd. Cubic symmetry does not split or mix the $j=1/2$ doublet and the $j=3/2$ quartet, so $A=\sum_ja_jP_j$, with $P_j$ the projectors. With $c_j=\mathrm{Tr}\,P_jC$,

$$Q=2\sum_ja_jc_j,\qquad N=2a_{1/2}+4a_{3/2}.$$

$N$ is the density of states per atom for both spins.

A phonon contributes the squared matrix element $\hbar|g|^2/(2M\omega)$ times $2/(\hbar\omega)$, that is $|g|^2/(M\omega^2)$, to the coupling constant. I replace $M\omega^2$ by its average over all phonons, which is the force constant $\varphi$ of one displaced atom. This gives the estimate

$$\lambda_E=\frac{\eta}{\varphi},\qquad \eta=\frac{3Q}{N}=N\langle g^2\rangle,\qquad \langle g^2\rangle=\frac{3Q}{N^2}.$$

The factor 3 counts directions. Dividing by the two-spin $N$ is right because the pair sum also runs over both spins.

Let $x$ be the $j=1/2$ fraction of the Fermi-surface states and $y$ that of the vectors $Du$. Then $a_{1/2}=xN/2$ and $a_{3/2}=(1-x)N/4$. With $x=\tfrac13+\delta x$, $y=\tfrac13+\delta y$,

$$\langle g^2\rangle=\frac{6\,\mathrm{Tr}\,C}{N}\left[\frac{xy}{2}+\frac{(1-x)(1-y)}4\right]
=\frac{\mathrm{Tr}\,C}{N}\left[1+\frac92\,\delta x\,\delta y\right].$$

The terms linear in $\delta x$ and $\delta y$ cancel. A change of $j$ character raises the bracket when both fractions shift the same way and lowers it when they shift oppositely.

**The force constant**

The second-derivative formula also applies to one displaced atom. Its diagonal elements vanish, since $g_\alpha(\mathbf k,\mathbf k)=0$, so the Fermi-level correction is absent:

$$\varphi=\varphi_{rep}+\frac23\sum f\,u^\dagger\Big[\sum_{\mathbf R}\nabla^2T\cos(\mathbf k\cdot\mathbf R)\Big]u+\sum|g_\alpha|^2F .$$

The sums are averaged over wave vectors. The factor 2 counts the two hopping blocks, and $1/3$ is the cubic average. The isotropic part of $T$ has angular momentum 0 and the rest has 2, so

$$\nabla^2T=\left(\kappa^2-\frac{2\kappa}{r}\right)T-\frac{6}{r^2}(V_\sigma-V_\pi)e^{-\kappa(r-r_0)}\left(\mathbf n\mathbf n^T-\tfrac13\mathbf 1\right).$$

A pair repulsion $Be^{-p(r-r_0)}$ on twelve bonds gives $\varphi_{rep}=4B(p^2-2p/r_0)$. With six bonds per atom and hopping energy $E_b=\mathrm{Tr}\,fH_0$, equilibrium at $\xi=0$ requires $-\kappa E_b-6pB=0$.

**Numbers**

Take $r_0=0.35$ nm, $V_\sigma=1$ eV, $V_\pi=-0.1$ eV, $\kappa r_0=3$, $pr_0=10$ and a smearing of 0.15 eV. With $E_b=-5.065$ eV, $B=0.3\times5.065/6=0.253$ eV, and $\varphi_{rep}=106.0$ N/m. I compare $\xi=1$ eV with $\xi=0$ at fixed bond length.

For the uniform stretch, the stiffness per atom falls from 138.7 to 135.2 N/m, or 2.5%. Weaker bonds add 3.3 N/m, while interband and Fermi-surface polarization remove 6.8 N/m. The energy change is $-0.269$ eV, so the weak-coupling law predicts $\kappa^2\delta E=-3.2$ N/m, against the computed $-3.5$ N/m. The law holds at leading order and zero temperature. At $\xi=0.5$ eV it gives $-0.77$ N/m against the computed $-0.88$ N/m, so halving $\xi$ does not close the relative gap; lowering the smearing to 0.04 eV reduces the gap at $\xi=0.5$ eV from about 13% to about 8%, so the smearing accounts for part of it.

For the single atom,

$$\varphi(0)=106.0+9.6-50.5=65.1\ \mathrm{N/m},\qquad \varphi(1\ \mathrm{eV})=106.0+9.1-50.3=64.8\ \mathrm{N/m}.$$

The rms phonon frequency drops by only 0.2%, or 0.3% with a smearing of 0.10 eV. At $\xi=1.5$ eV the change is $+0.2\%$ with a smearing of 0.15 eV and $-0.1\%$ with 0.10 eV; it stays below 1% for smearings between 0.05 and 0.2 eV, and its sign depends on the smearing. Thus the clear softening of the uniform stretch does not carry over to the phonon average at fixed bond length. The average hides changes of opposite sign: frozen-phonon energies in the same model, at fixed bond length, give $M\omega^2$ lower by about 4% and 7% for the transverse modes at X and L, and higher by about 4% and 5% for the longitudinal ones. The estimate $\lambda_E$, built on one averaged force constant, does not see this redistribution.

The coupling changes more:

$$\frac{\lambda_E(1\ \mathrm{eV})}{\lambda_E(0)}=\frac{1.115\times0.990}{0.996}=1.108 .$$

So $\lambda_E$ rises from 0.352 to 0.390, mainly through the density of states. The third digit is not converged on this $24^3$ mesh: finer meshes give 0.350 and 0.389, a ratio of 1.111. The mean squared matrix element falls by 1% on this mesh; on finer meshes the fall is 0.4 to 0.9% for smearings between 0.05 and 0.2 eV, a small decrease whose size depends on mesh and smearing. The channel formula separates the contributions in this calculation: $x$ drops to 0.308 while $y$ rises to 0.476, so the bracket is $1-4.5\times0.0254\times0.142=0.984$. The remaining factor, $\mathrm{Tr}\,C/N$, rises by roughly 1%, with an exact size that depends on the mesh. The higher $N$ is a computed property of these bands at this filling; no general rule fixes its sign. A finer mesh or $V_\pi=-0.2$ eV leaves the rise of $\lambda_E$ at about 11%. On a fine mesh it is 12% with a smearing of 0.10 eV and 9% with 0.20 eV, and for $V_\pi=-0.3$ eV it lies between 8% and 13%, so the rise is of order 10% and is not fixed more closely.

**What fixed bond length hides**

Spin-orbit coupling weakens the hopping energy to $-4.783$ eV, so the repulsion is no longer balanced. The outward force is $\kappa(5.065-4.783)=2.4$ eV/nm, or $3.9\times10^{-10}$ N. Divided by 135.2 N/m, it lengthens the bond by about 0.0029 nm, or 0.8%. The repulsive force constant then falls by the factor $e^{-p\,\delta r}\approx0.92$, to about 97.7 N/m. If the electronic part, $-41.2$ N/m, simply scales with the hopping, it becomes about $-40.2$ N/m, and $\varphi\approx57.5$ N/m. That would be a softening of 12%, or 6% in frequency. This is an estimate. Relaxing the bond in the model gives $\delta r=0.0030$ nm and $\varphi=57.0$ N/m, and $\lambda_E$ then reaches about 0.43, a rise of about 22%. The expansion depends on the assumed repulsion and is not a prediction for the lattice constant of lead. It suggests that in this model bond expansion softens the average phonon far more than the direct electronic response.

The model therefore supports, at fixed bond length, a larger coupling through the density of states and a softer response to a uniform stretch of all bonds; individual phonons shift in both directions. It does not support a general rise of the deformation matrix elements, and it does not settle the size of the softening in lead itself. The numerical check asserts tests of the interband stretch elements, the stretch stiffness, the two-channel sum and the single-atom force constant, and prints the ratios for the last three; the last was tested by moving one atom in a 64-atom crystal.

## Calculated quantities

```
bond length 0.35 nm; V_sigma 1.0 eV; V_pi -0.1 eV
kappa 8.5714 1/nm; repulsion decay 28.5714 1/nm
smearing 0.15 eV; electrons per atom 2; mesh 24^3
xi (eV)                                   0.0000   0.5000   1.0000   1.5000
Fermi level (eV)                         -0.8289  -0.8349  -0.8302  -0.7921
free-energy change (eV/atom)              0.0000  -0.0658  -0.2690  -0.6130
hopping energy (eV/atom)                 -5.0654  -4.9967  -4.7828  -4.4306
DOS N, both spins (1/eV/atom)             0.5385   0.5551   0.6002   0.6480
j=1/2 fraction at Fermi level             0.3333   0.3410   0.3079   0.2580
j=1/2 fraction of D|u> weight             0.3333   0.4021   0.4755   0.5314
rms spread of <l> on Fermi surface        0.0011   0.1204   0.2598   0.3702
rms stretch element from l (eV/nm)        0.0000   0.5158   2.2268   4.7599
mean g^2, 3 directions (eV^2/nm^2)        265.70   265.88   263.07   255.69
Uniform stretch, stiffness per atom (N/m):
  hopping curvature                      -59.625  -58.816  -56.299  -52.153
  interband polarization                   0.000   -1.601   -6.185  -12.156
  Fermi-surface polarization              -0.458   -0.545   -1.114   -2.945
  total with repulsion                   138.667  137.788  135.152  131.497
One displaced atom, force constant (N/m):
  repulsion                              106.000  106.000  106.000  106.000
  hopping curvature                        9.566    9.442    9.105    8.616
  electronic polarization                -50.471  -50.484  -50.277  -49.225
  total phi                               65.095   64.958   64.828   65.392
  coupling factor eta                     22.925   23.644   25.299   26.545
lambda_E = eta/phi                        0.3522   0.3640   0.3902   0.4059
Ratios to xi = 0:
  N                                       1.0000   1.0307   1.1146   1.2033
  mean g^2                                1.0000   1.0007   0.9901   0.9623
  eta                                     1.0000   1.0314   1.1036   1.1579
  phi                                     1.0000   0.9979   0.9959   1.0046
  lambda_E                                1.0000   1.0336   1.1081   1.1527
  rms phonon frequency                    1.0000   0.9989   0.9980   1.0023
Ratios xi = 1 eV to xi = 0, varied settings:
                                N     g^2     phi  lambda
  mesh 30^3                1.1146  0.9927  0.9958  1.1112
  smearing 0.10 eV         1.1260  0.9795  0.9937  1.1099
  V_pi = -0.2 eV           1.1149  0.9941  0.9956  1.1133
Tests, calculated / formula:
  stretch stiffness, 8^3 mesh: 1.000001
  Fermi-surface pair sum: 1.00000000
  64-atom force constant: 0.999997
```
